# Uehling Shifts of the 2P1/2 and 2P3/2 States at Order α(Zα)⁶

## Problem

An electron of mass \(m\) is bound to a point nucleus of charge \(Ze\) and infinite mass. Define

\[
\zeta=Z\alpha ,\qquad \lambda=\frac{\hbar}{mc},\qquad a=\frac{\lambda}{\zeta}.
\]

Here \(\lambda\) is the reduced Compton length and \(a\) is the Bohr radius divided by \(Z\). A free electron loop in the exchanged photon changes the static Coulomb interaction. At spatial momentum \(\hbar q\), the interaction is multiplied by \(1+(\alpha/\pi)F(\lambda q)\), where the renormalized one-loop function is

\[
F(k)=2\int_0^1 dx\,x(1-x)\ln\!\left[1+x(1-x)k^2\right].
\]

This function is the given input. The added interaction is the Uehling potential \(\delta V\). Write its first-order energy shift in a state with \(n=2\) as

\[
\Delta E=\frac{\alpha}{\pi}\,\zeta^6\,\frac{mc^2}{n^3}\,C_j .
\]

Find the limits of \(C_{1/2}\) and \(C_{3/2}\) for the states \(2P_{1/2}\) and \(2P_{3/2}\) as \(\zeta\to0\), and evaluate the shifts for \(Z=10\). Self-energy, recoil, nuclear size, loops with several Coulomb exchanges and higher orders in \(\alpha\) are outside the problem.

## First estimate by scaling

The function \(F\) varies on the scale \(k\sim1\), so \(\delta V\) has a range of order \(\lambda\). Replace it by a constant well of radius \(\lambda\), with a depth equal to \(\alpha/\pi\) times the Coulomb energy at that radius:

\[
\delta V\sim-\frac{\alpha}{\pi}\frac{\zeta\hbar c}{\lambda}\qquad(r<\lambda).
\]

The nonrelativistic radial function is

\[
R(r)=\frac{r\,e^{-r/2a}}{\sqrt{24}\,a^{5/2}},\qquad
\int_0^\infty r^2R^2\,dr=\frac{1}{24a^5}\int_0^\infty r^4e^{-r/a}\,dr=1 .
\]

At \(r=\lambda\ll a\), the angle-averaged density is \(R^2/4\pi\approx\lambda^2/(96\pi a^5)\). Multiplying it by the volume \(4\pi\lambda^3/3\) gives the probability \(\lambda^5/(72a^5)=\zeta^5/72\). Since \(\hbar c/\lambda=mc^2\), the large component \(\varphi\) of the Dirac spinor gives

\[
\Delta E_{\rm large}\sim-\frac{\alpha}{\pi}\frac{\zeta^6mc^2}{72},
\qquad C_{\rm large}\sim-\frac{8}{72}=-\frac19 .
\]

The small component \(\chi\) cannot be dropped. Its size is \(\lambda|\nabla\varphi|/2\), and near the origin \(|\nabla\varphi|\sim|\varphi|/r\). Hence

\[
|\chi|^2\sim\frac{\lambda^2}{4}\,\frac{1}{96\pi a^5}=\frac{\lambda^2}{384\pi a^5}.
\]

This has the same power of \(\zeta\) as the large density at \(r=\lambda\). A P wave is suppressed near the nucleus, whereas its gradient is not. The same well gives \(C_{\rm small}\sim-8/288=-1/36\).

The estimate therefore predicts a negative shift of order \(\alpha\zeta^6mc^2\), with \(C\sim-1/9-1/36\approx-0.14\). It cannot distinguish the two values of \(j\).

## Exact leading-order solution

### From the polarization function to a contact potential

Insert \(\ln(1+y)=y-y^2/2+\dots\) with \(y=x(1-x)k^2\). Because \(x(1-x)\le1/4\), the series converges for \(k<2\). The two integrals needed are

\[
\int_0^1x^2(1-x)^2dx=\frac13-\frac12+\frac15=\frac1{30},
\]

\[
\int_0^1x^3(1-x)^3dx=\frac14-\frac35+\frac12-\frac17=\frac1{140}.
\]

The first is multiplied by \(2\). The second is multiplied by \(2\times(-\tfrac12)=-1\). Thus

\[
F(k)=\frac{k^2}{15}-\frac{k^4}{140}+\dots
\]

With \(V(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}\tilde V(\mathbf q)\), the Coulomb potential \(-\zeta\hbar c/r\) has the transform \(-4\pi\zeta\hbar c/q^2\). The added part is

\[
\delta\tilde V=-\frac{4\pi\zeta\hbar c}{q^2}\,\frac{\alpha}{\pi}
\left(\frac{\lambda^2q^2}{15}-\frac{\lambda^4q^4}{140}\right)
=-4\alpha\zeta\hbar c\left(\frac{\lambda^2}{15}-\frac{\lambda^4q^2}{140}\right).
\]

A constant transforms into \(\delta^3(\mathbf r)\), and \(q^2\) becomes \(-\nabla^2\). This second minus sign reverses the relative sign of the two terms:

\[
\delta V=-\alpha\zeta\hbar c\left[\frac{4}{15}\lambda^2\delta^3(\mathbf r)
+\frac1{35}\lambda^4\nabla^2\delta^3(\mathbf r)\right].
\]

This form represents a short-range potential by its volume integral and its second radial moment. It may be used here because the density varies smoothly over the distance \(\lambda\), up to relative corrections of order \(\lambda/a=\zeta\).

The Dirac density is \(|\varphi|^2+|\chi|^2\). Moving the Laplacian onto the density by two partial integrations gives, at leading order,

\[
\Delta E=-\alpha\zeta\hbar c\left[\frac4{15}\lambda^2|\chi(0)|^2
+\frac{\lambda^4}{35}\nabla^2|\varphi|^2(0)\right].
\]

The delta term does not act on \(|\varphi|^2\), since a P wave vanishes at the origin. The natural size of \(|\chi|^2\) is \(\lambda^2/a^5\). Its variation over distances of order \(\lambda\) is smaller than this by at least one factor of order \(\zeta\), so it is dropped. The values at the origin are meant for the leading-order spinors constructed below. The exact Dirac–Coulomb \(2P_{1/2}\) functions behave as \(r^{\gamma-1}\) with \(\gamma=\sqrt{1-\zeta^2}\), so their density and its Laplacian are singular at \(r=0\); this weak singularity affects only higher orders in \(\zeta\), which require the potential at finite distance.

### Large component

Both states have the same angle-averaged density, \(R^2/4\pi\). A spherical potential is sensitive to this average alone. Near the origin,

\[
\frac{R^2}{4\pi}=\frac{r^2}{96\pi a^5}\left(1-\frac ra+\dots\right).
\]

Since \(\nabla^2r^2=6\), and \(\nabla^2r^3=12r\) vanishes at the origin,

\[
\nabla^2|\varphi|^2(0)=\frac{6}{96\pi a^5}=\frac1{16\pi a^5}.
\]

Using \(\hbar c\,\lambda^4/a^5=\zeta^5\hbar c/\lambda=\zeta^5mc^2\), one finds

\[
\Delta E_{\rm large}=-\frac{\alpha\zeta^6mc^2}{35\cdot16\pi}
=-\frac{\alpha}{\pi}\frac{\zeta^6mc^2}{560},
\qquad C_{\rm large}=-\frac{8}{560}=-\frac1{70}.
\]

At leading order in \(\zeta\) this is the whole effect of the \(k^4/140\) term, and it is the same for both \(j\).

### Small component

The lower Dirac equation is \((E-V+mc^2)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi\), where \(V\) is the Coulomb potential. At distances of order \(\lambda\), \(|V|\) is of order \(\zeta mc^2\), and \(E\) differs from \(mc^2\) by order \(\zeta^2mc^2\). The bracket is therefore \(2mc^2\) at leading order, and

\[
\chi=\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\varphi
=-\frac{i\lambda}{2}\,\boldsymbol\sigma\cdot\nabla\varphi .
\]

For \(j=1/2\), take a constant spinor \(\eta\) with \(\eta^\dagger\eta=1\). The operator \(\boldsymbol\sigma\cdot\mathbf r\) is a scalar under combined rotations of space and spin, so it preserves \(j=1/2\). It is linear in \(\mathbf r\), so it turns an S wave into a P wave. Therefore

\[
\varphi=N\,(\boldsymbol\sigma\cdot\mathbf r)\,\eta\,e^{-r/2a},\qquad N^2=\frac1{96\pi a^5}.
\]

The value of \(N^2\) follows from \((\boldsymbol\sigma\cdot\mathbf r)^2=r^2\) and the density above. At the origin the derivative of the exponential is multiplied by \(\mathbf r=0\), and \(\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=\sum_i\sigma_i^2=3\). Hence

\[
\chi(0)=-\frac{3i\lambda}{2}N\eta,\qquad
|\chi(0)|^2=\frac{9\lambda^2}{4}\,\frac1{96\pi a^5}=\frac{3\lambda^2}{128\pi a^5}.
\]

The delta term then gives

\[
\Delta E_{\rm small}=-\frac4{15}\,\frac{3}{128\pi}\,\alpha\zeta^6mc^2
=-\frac{\alpha}{\pi}\frac{\zeta^6mc^2}{160},
\qquad C_{\rm small}=-\frac8{160}=-\frac1{20}.
\]

For \(j=3/2\), the state with the largest projection has, near the origin, an upper spin component proportional to \(x+iy\) and no lower one. Applying \(\boldsymbol\sigma\cdot\nabla\) gives

\[
\begin{pmatrix}\partial_z(x+iy)\\(\partial_x+i\partial_y)(x+iy)\end{pmatrix}
=\begin{pmatrix}0\\1+i^2\end{pmatrix}=0 .
\]

Rotational symmetry extends this to the other projections. The small component is a D wave and vanishes at the nucleus. The results are

\[
C_{1/2}=-\frac1{70}-\frac1{20}=-\frac9{140},\qquad C_{3/2}=-\frac1{70}.
\]

These coefficients belong to the convention with \(1/n^3=1/8\) taken out. The coefficients of \((\alpha/\pi)\zeta^6mc^2\) itself are eight times smaller.

### The next power of ζ for 2P3/2

The first correction shows how fast the limit is reached. It needs \(\delta V\) at finite distance. In \(F\), set \(v=2x-1\), so that \(x(1-x)=(1-v^2)/4\). The integrand is even in \(v\), which gives

\[
F=\int_0^1dv\,\frac{1-v^2}{2}\ln\!\left[1+\frac{(1-v^2)k^2}{4}\right].
\]

Integrate by parts with \((v-v^3/3)/2\) as the integral of the first factor. The boundary terms vanish, because this function is zero at \(v=0\) and the logarithm is zero at \(v=1\). What remains is

\[
F=\int_0^1dv\,v^2\left(1-\frac{v^2}{3}\right)\frac{k^2}{4+(1-v^2)k^2}.
\]

Put \(k=\lambda q\) and \(\mu=2/(\lambda\sqrt{1-v^2})\). The last fraction, divided by \(q^2\), equals \([(1-v^2)(q^2+\mu^2)]^{-1}\). Since \(1/(q^2+\mu^2)\) is the transform of \(e^{-\mu r}/(4\pi r)\),

\[
\delta V(r)=-\frac{\alpha\zeta\hbar c}{\pi r}\int_0^1dv\,
\frac{v^2(1-v^2/3)}{1-v^2}\,e^{-\mu r}.
\]

This is negative at every \(r\), which explains the signs found above.

The density term \(-r/a\) changes \(r^2R^2\) by \(-r^5/(24a^6)\). With \(\int_0^\infty r^4e^{-\mu r}dr=24/\mu^5=\tfrac{24}{32}\lambda^5(1-v^2)^{5/2}\), the energy changes by

\[
+\frac{\alpha\zeta\hbar c\,\lambda^5}{32\pi a^6}\,J,\qquad
J=\int_0^1dv\,v^2\left(1-\frac{v^2}{3}\right)(1-v^2)^{3/2}.
\]

The substitution \(v=\sin\theta\) gives \(\int\sin^2\theta\cos^4\theta\,d\theta=\pi/32\) and \(\int\sin^4\theta\cos^4\theta\,d\theta=3\pi/256\) over \(0\le\theta\le\pi/2\). Thus \(J=\pi/32-\pi/256=7\pi/256\). The energy change is \((\alpha/\pi)\zeta^7mc^2\,J/32\), and multiplication by \(n^3=8\) yields

\[
C_{3/2}=-\frac1{70}+\frac{7\pi}{1024}\,\zeta+\dots
\]

Relativistic changes do not alter the linear term. Near the nucleus the Dirac radial functions of this state behave as \(r^{\gamma-1}\), in place of the power \(r^1\) in \(R\), with \(\gamma=\sqrt{4-\zeta^2}\approx2-\zeta^2/4\), and the ratio of small to large component there is \((\gamma-2)/\zeta\approx-\zeta/4\). Both effects change the density at relative order \(\zeta^2\), apart from logarithms.

At \(\zeta=0.01\) the formula gives \(-0.014071\). The full Uehling potential averaged over the Dirac–Coulomb state gives \(-0.014077\).

## Comparison

### Estimate against solution

The scaling estimate has the right sign and the right power of \(\zeta\). For \(2P_{1/2}\) its total, \(-0.139\), is 2.2 times the exact limit \(-0.0643\). Its division between the components is wrong: it makes the large part four times the small part, whereas the solution makes the small part 3.5 times the large part. The factors can be traced.

- **Large part.** The estimate \(-1/9\) is \(70/9\approx7.8\) times too big in magnitude. It uses the density at the edge of the well throughout its volume, which overestimates the average of \(r^2\) there by \(5/3\). In addition, \(\int r^2\,\delta V\,d^3r\) is \(-\tfrac45\alpha\zeta\hbar c\lambda^4\) for the well, but \(-\tfrac6{35}\alpha\zeta\hbar c\lambda^4\) for the true potential, as the \(\nabla^2\delta^3\) term shows. This is a factor \(14/3\), and the product of the two factors is \(70/9\).
- **Small part.** The volume integral of the well is \(-(\alpha/\pi)\zeta\hbar c\lambda^2\,(4\pi/3)\), five times the true value \(-(4/15)\alpha\zeta\hbar c\lambda^2\). The estimated density is nine times too small, because it misses the factor \(3^2\) from \(\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=3\). Together these make \(-1/36\) too small in magnitude by \(9/5\).
- **Dependence on \(j\).** For \(2P_{3/2}\) the gradient of \(\varphi\) is also nonzero at the origin, but the combination \(\boldsymbol\sigma\cdot\nabla\varphi\) cancels there.

### Numbers for Z = 10

Here \(\zeta=0.072974\) and \(mc^2=8.1871\times10^{-14}\) J. The common scale is

\[
\frac{\alpha}{\pi}\frac{\zeta^6mc^2}{8}=3.5896\times10^{-24}\ {\rm J},
\]

which corresponds to 5417.4 MHz after division by \(h\). The leading shifts are

\[
\frac{\Delta E_{3/2}}{h}=-\frac{5417.4}{70}\ {\rm MHz}=-77.4\ {\rm MHz},
\]

\[
\frac{\Delta E_{1/2}}{h}=-77.4\ {\rm MHz}-\frac{5417.4}{20}\ {\rm MHz}=-348.3\ {\rm MHz}.
\]

In joules they are \(-5.128\times10^{-26}\) and \(-2.308\times10^{-25}\). The scaling estimate would give \(-5417.4\times5/36\approx-750\) MHz for either state.

The full Uehling potential, averaged over Dirac–Coulomb states at the same \(Z\), gives \(-70.2\) MHz for \(2P_{3/2}\) and \(-341.3\) MHz for \(2P_{1/2}\). These are 0.907 and 0.980 of the leading values. For \(2P_{3/2}\), the linear term alone would change \(C\) by \(+0.00157\); the actual change is \(+0.00133\), so higher powers are already visible.

The Uehling contribution to \(E(2P_{3/2})-E(2P_{1/2})\) is \(+270.9\) MHz at leading order and \(+271.1\) MHz in the full average. This closeness is not a measure of the accuracy of the expansion. The difference \(C_{3/2}-C_{1/2}\) starts at \(0.05\), is \(0.04969\) at \(\zeta=0.03\), and has risen to \(0.05004\) at \(Z=10\). It therefore crosses its limiting value between these two points, and \(Z=10\) lies close to the crossing.

### Check of the limit

The numerical output also separates the two components in the Dirac average, which uses neither the momentum expansion nor nonrelativistic wave functions. Extrapolated to \(\zeta=0\), the parts are \(-0.0142857\) and \(-0.0500000\) for \(2P_{1/2}\), and \(-0.0142857\) and \(0.0000000\) for \(2P_{3/2}\). Doubling a small \(\zeta\) multiplies the remaining deviation of the total by 1.997 and 1.999, respectively, as a linear first correction requires.

## Calculated quantities

```
Polarization function: k^2 coefficient = 1/15
Polarization function: k^4 coefficient = -1/140
k^4 coefficient from spectral form, k=0.01: -0.0071428
C parts (large, small) 2P1/2: -1/70 -1/20  total -9/140
C parts (large, small) 2P3/2: -1/70 0  total -1/70
Decimal C: 2P1/2 -0.0642857, 2P3/2 -0.0142857
Dirac limit 2P1/2: large -0.0142857, small -0.0500000
  deviation ratio on doubling zeta: 1.9968
Dirac limit 2P3/2: large -0.0142857, small 0.0000000
  deviation ratio on doubling zeta: 1.9992
Full Uehling C at finite zeta (2P1/2, 2P3/2):
  zeta = 0.03: -0.063382, -0.013689
  zeta = 0.01: -0.063913, -0.014077
  zeta = 0.003: -0.064165, -0.014222
  zeta = 0.001: -0.064244, -0.014264
Example: Z = 10, alpha = 0.007297353, zeta = 0.07297353
Reduced Compton length = 3.861593e-13 m
Length a = 5.291772e-12 m
Electron rest energy = 8.187106e-14 J
Scale (alpha/pi) zeta^6 mc^2/8 = 3.58961e-24 J
Scale / h = 5417.411 MHz
Laplacian of |phi|^2 at origin = 4.79429e+54 m^-5
|chi(0)|^2 for 2P1/2 = 2.68095e+29 m^-3
Large-component shift = -77.392 MHz
Small-component shift, 2P1/2 = -270.871 MHz
Leading shift 2P1/2 = -348.262 MHz = -2.3076e-25 J
Leading shift 2P3/2 = -77.392 MHz = -5.1280e-26 J
Leading change of E(3/2)-E(1/2) = 270.871 MHz
Full C at Z=10: 2P1/2 -0.062999, 2P3/2 -0.012959
Full Uehling shift 2P1/2 = -341.290 MHz
Full Uehling shift 2P3/2 = -70.205 MHz
Full/leading: 2P1/2 0.9800, 2P3/2 0.9071
```
